# Nose-Hoover dynamics: compressibility, invariant measure and canonical sampling

Q: A Nose-Hoover thermostat puts a friction term into Newton's equations. Friction destroys Liouville's theorem, and without it I see no reason for any particular statistical distribution. What are the equations, to begin with?

A: Let $q_i$ and $p_i$, $i=1,\dots,n$, be the Cartesian coordinates and momenta of the nuclei, so $n$ counts momentum components, not atoms. The physical energy is

$$H(q,p)=\sum_{i=1}^n\frac{p_i^2}{2m_i}+V(q).$$

In first-principles dynamics $V$ is the Born-Oppenheimer energy surface. The algebra is in atomic units, with $kT$ kept as one symbol for the thermal energy. The thermostat adds a dimensionless variable $\eta$, its momentum $p_\eta$ and an inertia parameter $Q>0$:

$$\dot q_i=\frac{p_i}{m_i},\qquad \dot p_i=-\frac{\partial V}{\partial q_i}-\frac{p_\eta}{Q}p_i,$$

$$\dot\eta=\frac{p_\eta}{Q},\qquad \dot p_\eta=\sum_i\frac{p_i^2}{m_i}-g\,kT.$$

The number $g>0$ is left open; the derivation has to fix it. The friction coefficient $p_\eta/Q$ can have either sign. It rises while twice the kinetic energy exceeds $g\,kT$ and falls while it is below.

Q: With friction the energy $H$ is not conserved. Is anything?

A: Differentiate $H$ along the motion. The potential terms cancel between $\dot q_i$ and $\dot p_i$, and the friction remains:

$$\dot H=\sum_i\frac{p_i}{m_i}\dot p_i+\sum_i\frac{\partial V}{\partial q_i}\dot q_i=-\frac{p_\eta}{Q}\sum_i\frac{p_i^2}{m_i}.$$

The kinetic energy of the thermostat changes at the rate

$$\frac{d}{dt}\frac{p_\eta^2}{2Q}=\frac{p_\eta}{Q}\dot p_\eta=\frac{p_\eta}{Q}\sum_i\frac{p_i^2}{m_i}-g\,kT\,\frac{p_\eta}{Q}.$$

The first term cancels $\dot H$. The second is $-g\,kT\,\dot\eta$, so adding $g\,kT\,\eta$ removes it. Hence

$$H'=H+\frac{p_\eta^2}{2Q}+g\,kT\,\eta$$

is constant. This used the fact that the force is the gradient of $V$. If the computed force $F_i$ differs from $-\partial V/\partial q_i$, as it can with poorly converged electrons, then $\dot H'=\sum_i(F_i+\partial V/\partial q_i)\dot q_i$, and $H'$ drifts or fluctuates.

Q: Negative friction pumps energy in. Can a trajectory run off to infinite energy in a finite time?

A: Not if $V$ is smooth and bounded below, $V\ge V_0$, which I assume from here on. Since $\dot p_\eta\ge-g\,kT$, we have $p_\eta\ge-c$ during a time interval of length $\tau$, with $c=|p_\eta(0)|+g\,kT\,\tau$. Also $\sum_i p_i^2/m_i=2(H-V)\le2(H-V_0)$. Therefore

$$\dot H\le\frac{2c}{Q}(H-V_0),\qquad H(t)-V_0\le[H(0)-V_0]\,e^{2ct/Q}.$$

Bounded $H$ bounds the momenta, hence the distance travelled, hence $p_\eta$ and $\eta$. Reversing the signs of $p_i$, $p_\eta$ and $t$ leaves the equations unchanged, so the same holds backward in time.

Q: Now to Liouville. How badly does the flow fail to preserve volume?

A: Write $x=(q,p,\eta,p_\eta)$ for a point in the space of $2n+2$ dimensions. The relative rate of change of a small volume moving with the flow is the divergence of the velocity, called the compressibility $\kappa$. Go through the components. $\dot q_i$ does not contain $q_i$, $\dot\eta$ does not contain $\eta$, and $\dot p_\eta$ does not contain $p_\eta$, so these contribute nothing. Each $\dot p_i$ contributes $-p_\eta/Q$, and there are $n$ of them:

$$\kappa=\sum_a\frac{\partial\dot x_a}{\partial x_a}=-n\frac{p_\eta}{Q}=-n\,\dot\eta.$$

The last form is the useful one: $\kappa$ is a total time derivative.

Q: Why does the divergence control a finite volume after a finite time?

A: Let $M_{ab}=\partial x_a(t)/\partial x_b(0)$ and $J=\det M$, so that $dx_t=J\,dx_0$. Differentiating the equations of motion with respect to the initial point gives $\dot M=AM$, with $A_{ab}=\partial\dot x_a/\partial x_b$. Over a short time $\delta$,

$$J(t+\delta)=\det(1+\delta A)\,J(t)+O(\delta^2)=(1+\delta\,\mathrm{tr}A)\,J(t)+O(\delta^2).$$

In the determinant of $1+\delta A$, terms linear in $\delta$ come from the diagonal product alone, which is why the trace appears. Since $\mathrm{tr}A=\kappa$, we get $\dot J=\kappa J$ with $J(0)=1$, and

$$J(t)=\exp\Big[\int_0^t\kappa\,dt'\Big]=e^{-n[\eta(t)-\eta(0)]}.$$

Q: I would like to see that with numbers.

A: Take three particles of mass 10 u on a line, so $n=3$, with

$$V=a\sum_{i=1}^3x_i^4+\frac c2\big[(x_1-x_2)^2+(x_2-x_3)^2\big],$$

$a=1$ eV/Å$^4$, $c=0.5$ eV/Å$^2$, $kT=0.1$ eV, $Q=500$ eV fs$^2$ and $g=3$. These are round model parameters. Along one trajectory of 40 fs, $\eta$ grows by 0.55673. The formula gives $J=e^{-3\times0.55673}=e^{-1.6702}=0.18821$. The $8\times8$ determinant obtained by displacing each initial variable and integrating again is also 0.18821. The volume has shrunk to less than a fifth.

Q: Then Liouville's theorem is lost.

A: The version with uniform weight is lost. But multiply $dx_t=J\,dx_0$ by $e^{n\eta(t)}$:

$$e^{n\eta(t)}dx_t=e^{n\eta(t)}e^{-n\eta(t)+n\eta(0)}dx_0=e^{n\eta(0)}dx_0.$$

So $e^{n\eta}\,dq\,dp\,d\eta\,dp_\eta$ is an invariant measure. While friction is positive the volume shrinks, $\eta$ grows, and the weight grows by the factor that compensates.

Q: That measure covers all values of $H'$, while one trajectory has a single value $E$.

A: Consider the thin shell $E<H'<E+\Delta E$. Conservation of $H'$ means that the flow carries the shell into itself, and the weighted measure inside it is preserved. Dividing by $\Delta E$ and letting $\Delta E\to0$ gives an invariant measure on the surface $H'=E$:

$$d\mu_E=e^{n\eta}\,\delta(H'-E)\,dq\,dp\,d\eta\,dp_\eta.$$

The surface has a simple shape. As $\partial H'/\partial\eta=g\,kT$ is never zero, each $(q,p,p_\eta)$ belongs to one point on it, with

$$\eta=\eta_*=\frac{1}{g\,kT}\Big(E-H-\frac{p_\eta^2}{2Q}\Big).$$

Q: An invariant measure need not be the one a trajectory samples. Here you will say that energy is the only conservation law.

A: That phrase has to be made precise. What is needed is ergodicity: every measurable function on the surface that is constant along trajectories is constant over the whole surface, apart from a set of measure zero. "No second conservation law" is enough if it is read in this strong sense. Failing to find another smooth conserved formula is not enough, because the surface may still split into invariant pieces of positive measure; the function equal to 1 on one piece and 0 elsewhere is then conserved.

Given ergodicity and a finite total measure, Birkhoff's ergodic theorem says that for almost every start the time average of an integrable observable equals its average over $\mu_E$. I use that theorem as known. Ergodicity of the Nose-Hoover flow for a given $V$ is an assumption here, not something I prove.

Q: Grant it. What distribution do the physical variables have?

A: Fix $(q,p)$ and integrate over the thermostat. The argument of the delta function is $g\,kT(\eta-\eta_*)$, so $\delta(H'-E)=\delta(\eta-\eta_*)/(g\,kT)$ and

$$\int d\eta\,e^{n\eta}\,\delta(H'-E)=\frac{e^{n\eta_*}}{g\,kT}=\frac{1}{g\,kT}\exp\Big[\frac{n}{g\,kT}\Big(E-H-\frac{p_\eta^2}{2Q}\Big)\Big].$$

The remaining integral over $p_\eta$ is Gaussian with variance $Qg\,kT/n$:

$$W(H)=\int d\eta\,dp_\eta\,e^{n\eta}\delta(H'-E)=\frac{1}{g\,kT}\sqrt{\frac{2\pi Qg\,kT}{n}}\;e^{n(E-H)/(g\,kT)}.$$

The prefactor and $e^{nE/(g\,kT)}$ do not depend on $(q,p)$ and cancel in averages. What remains is

$$\rho(q,p)\propto e^{-H(q,p)/kT_{\rm eff}},\qquad T_{\rm eff}=\frac{g}{n}T.$$

This is canonical at the temperature $gT/n$. To obtain $T$ itself one must set $g=n$, since the momentum variance $m_ikT_{\rm eff}$ distinguishes any two temperatures. The total measure is finite if $\int e^{-V/kT_{\rm eff}}dq$ is finite, which is the last assumption; the momentum integrals are Gaussian.

Q: The exponential came from a delta function in two lines. Does a shell of finite width show it?

A: Replace the delta function by a normalized Gaussian of width $w=0.005$ eV and sum over a grid in $\eta$ and $p_\eta$, with $n=3$ and $E=1$ eV. For $g=3$ the weight falls from $4.793\times10^5$ fs at $H=0.1$ eV to $6.487\times10^4$ fs at $H=0.3$ eV. The ratio is 0.135, as $e^{-0.2/0.1}=e^{-2}$ requires. For $g=4$ the weights are $4.373\times10^4$ and $9.757\times10^3$ fs, with ratio 0.223. Now $kT_{\rm eff}=0.4/3=0.1333$ eV, and $e^{-0.2/0.1333}=e^{-1.5}=0.223$.

For $g=3$ the sums lie 0.125 % above $W(H)$. That is the finite width: averaging $e^{nE/(g\,kT)}$ over a Gaussian spread in $E$ multiplies it by $\exp[\tfrac12(nw/g\,kT)^2]=\exp[\tfrac12(0.05)^2]=1.00125$.

Q: It bothers me that $E$ disappears. In ordinary dynamics the energy decides the temperature.

A: Look at which variables drive which. The equations for $q$, $p$ and $p_\eta$ do not contain $\eta$. Shifting the initial $\eta$ changes $E$ and leaves the physical trajectory untouched, so $E$ cannot matter.

This also gives a second derivation. In the space $(q,p,p_\eta)$ the divergence is still $-np_\eta/Q$. A density $f$ is stationary if $\nabla\cdot(f\dot x)=0$, that is, if $df/dt$ along the flow plus $f$ times the divergence vanishes. Try $f=\exp[-b(H+p_\eta^2/2Q)]$. Conservation of $H'$ gives $\frac{d}{dt}(H+p_\eta^2/2Q)=-g\,kT\,p_\eta/Q$, so

$$\nabla\cdot(f\dot x)=f\,\frac{p_\eta}{Q}\,(b\,g\,kT-n).$$

This vanishes for $b=n/(g\,kT)$, the same result. The parameter $Q$ sets the width of the $p_\eta$ distribution but drops out of the distribution of $(q,p)$. It does enter the equations of motion, so it can affect how fast time averages approach their canonical values.

Q: In practice I would watch the mean kinetic energy settle at the right value and be satisfied.

A: That shows very little. Average the equation for $p_\eta$ over a time $\tau$:

$$\frac{p_\eta(\tau)-p_\eta(0)}{\tau}=\overline{\sum_ip_i^2/m_i}-g\,kT.$$

If $p_\eta$ grows more slowly than $\tau$, in particular if it stays bounded, the left side tends to zero and the mean is $g\,kT$, whether or not the motion is ergodic. Fluctuations, and configurational averages that the equations of motion do not tie to the mean kinetic energy, are stronger tests. In a canonical distribution $p_i=\sqrt{m_ikT_{\rm eff}}\,z_i$ with independent unit Gaussians $z_i$. The kinetic energy is $K=\frac12kT_{\rm eff}\sum_iz_i^2$. Since $\langle z^4\rangle=3$, each $z_i^2$ has variance $3-1=2$, and

$$\mathrm{var}\,K=\tfrac14(kT_{\rm eff})^2\,2n=\tfrac n2(kT_{\rm eff})^2,\qquad \frac{\langle p_i^4\rangle}{\langle p_i^2\rangle^2}=3.$$

Q: Show me a system that passes on those terms.

A: Take a ring of six particles, each with one displacement $x_i$ and mass 10 u, and

$$V=\sum_{i=1}^6\big(A\,x_i^2x_{i+1}^2+B\,x_i^4\big),\qquad x_7=x_1,$$

with $A=4$ and $B=0.25$ eV/Å$^4$. Again $kT=0.1$ eV and $Q=500$ eV fs$^2$. I chose a purely quartic potential because it has no harmonic regime at low energy, expecting this to help mixing.

Two predictions can be made by hand. Integrating by parts with the Boltzmann weight gives $\langle\sum_ix_i\,\partial V/\partial x_i\rangle=n\,kT_{\rm eff}$. For a quartic $V$ the sum equals $4V$, so $\langle V\rangle=n\,kT_{\rm eff}/4$. This is a weak test. The equations of motion give $\frac{d}{dt}\sum_ix_ip_i=\sum_ip_i^2/m_i-4V-(p_\eta/Q)\sum_ix_ip_i$, so, whenever $\sum_ix_ip_i$ grows more slowly than the averaging time, $4\overline V=g\,kT-\overline{(p_\eta/Q)\sum_ix_ip_i}$. Since $g\,kT=n\,kT_{\rm eff}$, agreement of $\langle V\rangle$ shows only that the last average is small. Substituting $x_i=(kT_{\rm eff})^{1/4}y_i$ removes the temperature from the Boltzmann factor, so $\langle x^2\rangle\propto\sqrt{T_{\rm eff}}$. Its value at $kT_{\rm eff}=0.1$ eV, from numerical integration, is 0.0965 Å$^2$.

For $g=6=n$, $kT_{\rm eff}=0.1$ eV (1160 K). For the deliberately wrong $g=9$, $kT_{\rm eff}=9\times0.1/6=0.15$ eV (1741 K). For each $g$, 300 trajectories start at rest from nearly the same configuration, with $V\approx0.19$ eV. They run for 80 ps, of which the first 10 ps are discarded.

- $g=6$: $\mathrm{var}\,K=0.0302$ eV$^2$ against $\frac62(0.1)^2=0.0300$; $\langle V\rangle=0.1504$ eV against $6\times0.1/4=0.1500$; $\langle x^2\rangle=0.0968$ Å$^2$ against 0.0965.
- $g=9$: $\mathrm{var}\,K=0.0678$ eV$^2$ against $\frac62(0.15)^2=0.0675$; $\langle V\rangle=0.2257$ eV against 0.2250; $\langle x^2\rangle=0.1183$ Å$^2$ against $0.0965\sqrt{1.5}=0.1182$.

The momentum ratios are 3.01 and 3.00. With the wrong $g$, these averages thus agree to within one per cent with a canonical distribution at the wrong temperature, the one derived above. Note that $g$ and $kT$ enter the equations of motion only through the product $g\,kT$, so the run with $g=9$ is the same dynamics as $g=6$ at $kT=0.15$ eV: it is a second run of the same test at another temperature.

Q: Are the small differences noise?

A: Not all of them need be. A finite time step violates the identity for $4\overline V$ by a term of order (step)$^2$, so part of the excess in $\langle V\rangle$ is a time-step bias. For $\langle x^2\rangle$ the run cannot tell. For $g=6$ the excess in $\langle x^2\rangle$ is 0.3 % of the canonical value, nearly three standard errors. One set of trajectories does not show whether this is a fluctuation or a small bias. With the time step of 2 fs, $H'$ deviates from its initial value by 0.01 eV rms (taken over the trajectories of both $g$); that number measures the integration error in $H'$, not an error in $\langle x^2\rangle$. The listed averages agree with the canonical values to within one per cent. This is consistent with ergodicity for this ring but does not prove it.

Q: Now break it. What if there are no external forces?

A: Then the internal forces add up to zero, and the total momentum $P=\sum_ip_i$ of particles on a line obeys

$$\dot P=-\frac{p_\eta}{Q}P=-\dot\eta P,\qquad\text{so}\qquad \frac{d}{dt}\big(Pe^\eta\big)=0.$$

This is a second conservation law. If $P$ starts positive it stays positive, whereas its canonical mean is zero. For two particles of 10 and 20 u bound to each other by $a(x_1-x_2)^4$, with $a=1$ eV/Å$^4$, $g=2$, $kT=0.1$ eV and $Q=500$ eV fs$^2$, started with $P=15$ eV fs/Å, a run of 5 ps gives values between 9.1 and 16.7 and a mean of 12.4 eV fs/Å. If $P$ starts at zero it stays zero, and its canonical fluctuations are missing. The mean of $\sum_ip_i^2/m_i$ is still $g\,kT$ but is now shared by $n-1$ independent momenta, so $g=n$ overheats them; for the pair the relative motion carries $2kT$. On the surface $P=0$ the derivation goes through with $n-1$ in place of $n$, again assuming ergodicity there, and the right choice is $g=n-1$ ($n-3$ in three dimensions).

The free pair also has an infinite configurational integral. A periodic cell cures that defect but leaves $Pe^\eta$ conserved. The compressibility and the invariant measure remain correct; the step from $\mu_E$ to time averages is what fails.

Q: And a failure with no such obvious law?

A: A single harmonic oscillator with $n=g=1$, mass 10 u, force constant 1 eV/Å$^2$ and $Q=1000$ eV fs$^2$. It starts at rest at $x=0.45$ Å, with energy $\frac12(0.45)^2=0.101$ eV. Over 50 ps the mean of $p^2/m$ is 0.100 eV, the desired $kT$. Yet the energy never leaves the band from 0.0925 to 0.1066 eV during the run. The phase-plane area inside an energy contour is proportional to the energy, so the canonical energy distribution is $e^{-H/kT}/kT$, and the band should hold a fraction

$$e^{-0.925}-e^{-1.066}=0.05$$

of the time, not all of it. The momentum ratio is 1.52 instead of 3. A pure sinusoid has $\langle\sin^4\rangle/\langle\sin^2\rangle^2=(3/8)/(1/4)=1.5$, so the momentum ratio is close to that of an oscillation with fixed amplitude, not to the canonical one.

Q: One oscillator is a special case. Surely a few coupled anharmonic particles are safe?

A: The three-particle chain used for the volume check says otherwise. With $g=n=3$, the canonical values are $\mathrm{var}\,K=\frac32(0.1)^2=0.0150$ eV$^2$ and $\langle x^2\rangle=0.0830$ Å$^2$. I ran it for 40 ps, discarding the first 10 ps, from two kinds of start.

When 1500 initial points are drawn from the canonical distribution, with $p_\eta$ drawn from its Gaussian, the averages are $0.0151\pm0.0002$ eV$^2$ and $0.0833\pm0.0002$ Å$^2$. The ensemble stays canonical, as invariance of the measure demands without any appeal to ergodicity. When 300 trajectories start at rest from nearly one configuration, the averages are $0.0103\pm0.0001$ eV$^2$ and $0.0722\pm0.0004$ Å$^2$, which are 31 % and 13 % below the canonical values.

Q: So is the chain not ergodic?

A: The run cannot decide that. Either the surface splits into separate invariant regions, or the trajectories spread over it too slowly for a run of 40 ps. For a simulation of that length the consequence is the same: the measure is right, and the trajectory has not sampled it. That is why comparing different starts, and looking beyond the mean kinetic energy, is worthwhile for each new system. The numerical check below covers the identities, the ring and all three failures.

## Computed results

```
kT = 0.100 eV = 1160.5 K
particle mass = 10.0 u = 1036.43 eV fs^2/A^2
Q = 500 eV fs^2
Chain: n = 3, a = 1.00 eV/A^4, c = 0.50 eV/A^2
Ring: n = 6, A = 4.00 eV/A^4, B = 0.25 eV/A^4
Flow map start x (A): [ 0.5 -0.2  0.1]
Flow map start p (eV fs/A): [ 8. -5. 12.]
Flow map start eta = 0.0, p_eta = 10.0 eV fs
Flow map time = 40 fs, change of eta = 0.556732
Jacobian, finite differences = 0.1882099
Jacobian, exp(-n change of eta) = 0.1882099
Shell, n = 3: E = 1.00 eV, Gaussian width = 0.005 eV
g=3 H=0.1 eV: shell 4.79344e+05, formula 4.78745e+05 fs
g=3 H=0.3 eV: shell 6.48721e+04, formula 6.47911e+04 fs
g=3 H=0.5 eV: shell 8.77948e+03, formula 8.76852e+03 fs
g=4 H=0.1 eV: shell 4.37298e+04, formula 4.36991e+04 fs
g=4 H=0.3 eV: shell 9.75744e+03, formula 9.75058e+03 fs
g=4 H=0.5 eV: shell 2.17718e+03, formula 2.17565e+03 fs
Ring: 300 trajectories per g, 80 ps, first 10 ps discarded, step 2 fs
Ring start: p = 0, mean V = 0.1937 eV
Ring rms deviation of H' = 9.94e-03 eV
g=6: kT_eff = 0.10000 eV = 1160.5 K
  2<K> = 0.60000 eV, g kT = 0.60000 eV
  var K = 0.030240, canonical 0.030000 eV^2
  <p^4>/<p^2>^2 = 3.0115, Gaussian value 3
  <x^2> = 0.09675 +- 0.00009, canonical 0.09650 A^2
  <V> = 0.15038, canonical 0.15000 eV
g=9: kT_eff = 0.15000 eV = 1740.7 K
  2<K> = 0.90001 eV, g kT = 0.90000 eV
  var K = 0.067835, canonical 0.067500 eV^2
  <p^4>/<p^2>^2 = 3.0037, Gaussian value 3
  <x^2> = 0.11828 +- 0.00010, canonical 0.11819 A^2
  <V> = 0.22568, canonical 0.22500 eV
Chain, g=3, 40 ps: canonical var K = 0.015000 eV^2, <x^2> = 0.08305 A^2
  narrow start (300): var K = 0.010343 +- 0.000146, <x^2> = 0.07215 +- 0.00043
  canonical start (1500): var K = 0.015147 +- 0.000152, <x^2> = 0.08329 +- 0.00017
Oscillator: k = 1.0 eV/A^2, Q = 1000 eV fs^2, x(0) = 0.45 A, 50 ps
  <p^2/m> = 0.10003 eV, <p^4>/<p^2>^2 = 1.5209
  energy stays in 0.0925 to 0.1066 eV
  canonical probability of that band = 0.0521
Free pair, masses 10 u and 20 u, 5 ps: P(0) = 15.00 eV fs/A
  P ranges from 9.0859 to 16.6826 eV fs/A
  mean P = 12.4083 eV fs/A, canonical mean 0
  relative spread of P exp(eta) = 7.6e-13
```
